# Hydrogen's Second Hyperpolarizability from a Second Sternheimer Solve: a program that tests the result

```python
"""Hydrogen in a uniform field: H = H0 + F z, atomic units.

Result under test: the second-order wavefunction psi2 is a polynomial
times psi0, the energy coefficient of F^4 is E4 = -3555/64, and
gamma = -24 E4 = 10665/8.  Here E = E0 + E2 F^2 + E4 F^4 + ...,
alpha = -2 E2, and psi1, psi2 are orthogonal to psi0.
The closed forms are tested by applying the Hamiltonian symbolically and
by a separate finite-field eigenvalue calculation in high precision.
Symbols: r = radius, u = cos(theta), l = angular momentum.
"""
from functools import lru_cache
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants

r = sp.symbols("r", positive=True)
u = sp.symbols("u", real=True)
R = sp.Rational
psi0 = sp.exp(-r) / sp.sqrt(sp.pi)
z = r * u
P2 = (3 * u**2 - 1) / 2

# Closed forms to be tested
f1 = -(r + r**2 / 2)
f_s = r**4 / 24 + r**3 / 4 + 3 * r**2 / 4 - R(81, 16)
f_d = r**4 / 12 + 5 * r**3 / 12 + 5 * r**2 / 8
psi1 = f1 * u * psi0
psi2_s = f_s * psi0
psi2_d = f_d * P2 * psi0
psi2 = psi2_s + psi2_d


def shifted_h0(psi):
    """Apply H0 - E0 with the full Laplacian for axial symmetry."""
    angular = sp.diff((1 - u**2) * sp.diff(psi, u), u) / r**2
    lap = sp.diff(psi, r, 2) + 2 * sp.diff(psi, r) / r + angular
    return -lap / 2 - psi / r + psi / 2


@lru_cache(maxsize=None)
def moment(n):
    """Ground-state expectation value of r^n by direct integration."""
    return sp.integrate(4 * r**(n + 2) * sp.exp(-2 * r), (r, 0, sp.oo))


def braket(a, b):
    """Integral of a*b over all space, both polynomial times exp(-r)."""
    poly = sp.expand(sp.expand(a * b) * sp.pi * sp.exp(2 * r))
    mean = sp.expand(sp.integrate(poly, (u, -1, 1)) / 2)
    return sp.simplify(sum(c * moment(m[0])
                           for m, c in sp.Poly(mean, r).terms()))


def vanishes(expression):
    return sp.simplify(sp.expand(expression / psi0)) == 0


for n in range(2, 8):
    assert moment(n) == sp.factorial(n + 2) / 2**(n + 1)

E2 = braket(psi0, z * psi1)
norm1 = braket(psi1, psi1)
assert vanishes(shifted_h0(psi0))
assert vanishes(shifted_h0(psi1) + z * psi0)
assert vanishes(shifted_h0(psi2) + z * psi1 - E2 * psi0)
assert braket(psi0, psi1) == 0
assert braket(psi0, psi2) == 0
assert braket(psi1, z * psi1) == 0

part_s = braket(psi1, z * psi2_s)
part_d = braket(psi1, z * psi2_d)
coupling = part_s + part_d
renorm = -E2 * norm1
E4 = coupling + renorm
alpha = -2 * E2
gamma = -24 * E4
assert E2 == R(-9, 4)
assert norm1 == R(43, 8)
assert E4 == R(-3555, 64)
assert gamma == R(10665, 8)
assert braket(psi2, shifted_h0(psi2)) == -coupling

# Same calculation with the admixture of psi0 left in psi2
constant = f_s.subs(r, 0)
psi2_raw = psi2 - constant * psi0
overlap_raw = braket(psi0, psi2_raw)
E4_naive = braket(psi1, z * psi2_raw) + renorm
E4_repaired = E4_naive - E2 * overlap_raw
assert E4_naive != E4
assert E4_repaired == E4

# Finite-field problem in functions r^p exp(-r) Y_l0, l <= p <= 6
mp.mp.dps = 60
basis = [(l, p) for l in range(4) for p in range(l, 7)]
size = len(basis)


def radial(n):
    """Integral of r^n exp(-2r) from zero to infinity."""
    return mp.factorial(n) / mp.mpf(2)**(n + 1)


S = mp.matrix(size)
H0 = mp.matrix(size)
Z = mp.matrix(size)
for i, (l, p) in enumerate(basis):
    for j, (k, q) in enumerate(basis):
        n = p + q
        if l == k:
            S[i, j] = radial(n + 2)
            kinetic = ((p + 1) * (q + 1) + l * (l + 1)) * radial(n)
            kinetic += radial(n + 2) - (n + 2) * radial(n + 1)
            H0[i, j] = kinetic / 2 - radial(n + 1)
        elif abs(l - k) == 1:
            low = min(l, k)
            root = mp.sqrt((2 * low + 1) * (2 * low + 3))
            Z[i, j] = (low + 1) / root * radial(n + 3)


def finite_field(field):
    """Energy, dipole and vector of the state connected to 1s."""
    H = H0 + field * Z
    shift = mp.mpf("-0.500001")
    inverse = mp.inverse(H - shift * S)
    x = mp.matrix(size, 1)
    x[0] = mp.mpf(2)
    for _ in range(18):
        x = inverse * (S * x)
        # Fix the overlap with psi0 to one
        overlap = 2 * sum(S[0, j] * x[j] for j in range(size))
        x = x / overlap
    norm = (x.T * S * x)[0]
    energy = (x.T * H * x)[0] / norm
    residual = H * x - energy * (S * x)
    assert max(abs(v) for v in residual) < mp.mpf("1e-40")
    dipole = -(x.T * Z * x)[0] / norm
    return energy, dipole, x


step = mp.mpf("1e-6")
small = [finite_field(j * step) for j in (1, 2, 3)]
A = mp.matrix(3)
rhs = mp.matrix(3, 1)
for i in range(3):
    rhs[i] = small[i][0] + mp.mpf(1) / 2
    for k in range(3):
        A[i, k] = mp.mpf(i + 1)**(2 * (k + 1))
fit = mp.lu_solve(A, rhs)
E2_num = fit[0] / step**2
E4_num = fit[1] / step**4
E6_num = fit[2] / step**6


def to_mp(value):
    return mp.mpf(int(value.p)) / int(value.q)


assert abs(E2_num - to_mp(E2)) < mp.mpf("1e-12")
assert abs(E4_num - to_mp(E4)) < mp.mpf("1e-10")

# Wavefunction coefficients; the leftover is of relative order step^2
vector = small[0][2]
worst = mp.mpf(0)
for i, (l, p) in enumerate(basis):
    if l > 2:
        continue
    value = vector[i] * mp.sqrt(2 * l + 1) / 2
    if l == 0 and p == 0:
        value -= 1
    order = 1 if l == 1 else 2
    value /= step**order
    expected = to_mp(sp.expand((f_s, f1, f_d)[l]).coeff(r, p))
    worst = max(worst, abs(value - expected))
assert worst < mp.mpf("1e-6")

# Worked field and half of it: order of the remaining errors
F = mp.mpf("0.005")
a_mp, g_mp = to_mp(alpha), to_mp(gamma)


def series(field):
    energy = -mp.mpf(1) / 2 - a_mp * field**2 / 2 - g_mp * field**4 / 24
    dipole = a_mp * field + g_mp * field**3 / 6
    return energy, dipole


full, half = finite_field(F), finite_field(F / 2)
err_E = full[0] - series(F)[0]
err_mu = full[1] - series(F)[1]
ratio_E = err_E / (half[0] - series(F / 2)[0])
ratio_mu = err_mu / (half[1] - series(F / 2)[1])
assert abs(ratio_E / 64 - 1) < 0.02
assert abs(ratio_mu / 32 - 1) < 0.02

field_SI = physical_constants["atomic unit of electric field"][0]
gamma_SI = physical_constants["atomic unit of 2nd hyperpolarizability"][0]


def show(label, value, unit="a.u."):
    print(f"{label} = {value} {unit}".rstrip())


def exact(value):
    return f"{value} = {float(value):.9g}"


for n in range(2, 8):
    show(f"<r^{n}>", exact(moment(n)))
show("psi1/psi0, factor of cos(theta)", sp.expand(f1), "")
show("psi2/psi0, l=0 part", f_s, "")
show("psi2/psi0, factor of P2", f_d, "")
show("E2", exact(E2))
show("alpha", exact(alpha))
show("<psi1|psi1>", exact(norm1))
show("<psi1|z|psi2>, l=0 part", exact(part_s))
show("<psi1|z|psi2>, l=2 part", exact(part_d))
show("<psi1|z|psi2>, total", exact(coupling))
show("-E2<psi1|psi1>", exact(renorm))
show("E4", exact(E4))
show("gamma", exact(gamma))
show("gamma in SI", f"{float(gamma) * gamma_SI:.6e}", "C^4 m^4 J^-3")
show("<psi0|psi2> if constant is dropped", exact(overlap_raw))
show("E4 then, without correction", exact(E4_naive))
show("gamma then, without correction", exact(-24 * E4_naive))
show("E4 then, with correction", exact(E4_repaired))
show("basis functions in finite-field check", size, "")
show("smallest field in check", mp.nstr(step, 3))
show("E2 from finite fields", mp.nstr(E2_num, 13))
show("E4 from finite fields", mp.nstr(E4_num, 13))
show("E6 from finite fields", mp.nstr(E6_num, 8))
show("largest psi coefficient difference", mp.nstr(worst, 3))
show("example field F", mp.nstr(F, 4))
show("example field in SI", f"{float(F) * field_SI:.6e}", "V/m")
show("-alpha F^2/2", mp.nstr(-a_mp * F**2 / 2, 10), "hartree")
show("-gamma F^4/24", mp.nstr(-g_mp * F**4 / 24, 10), "hartree")
show("energy, series through F^4", mp.nstr(series(F)[0], 14), "hartree")
show("energy, finite field", mp.nstr(full[0], 14), "hartree")
show("energy difference", mp.nstr(err_E, 6), "hartree")
show("alpha F", mp.nstr(a_mp * F, 10))
show("gamma F^3/6", mp.nstr(g_mp * F**3 / 6, 10))
show("dipole, series through F^3", mp.nstr(series(F)[1], 12))
show("dipole, finite field", mp.nstr(full[1], 12))
show("dipole difference", mp.nstr(err_mu, 6))
show("energy error ratio, F to F/2", mp.nstr(ratio_E, 6), "")
show("dipole error ratio, F to F/2", mp.nstr(ratio_mu, 6), "")
print("every check passed")
```

Output:

```
<r^2> = 3 = 3 a.u.
<r^3> = 15/2 = 7.5 a.u.
<r^4> = 45/2 = 22.5 a.u.
<r^5> = 315/4 = 78.75 a.u.
<r^6> = 315 = 315 a.u.
<r^7> = 2835/2 = 1417.5 a.u.
psi1/psi0, factor of cos(theta) = -r**2/2 - r
psi2/psi0, l=0 part = r**4/24 + r**3/4 + 3*r**2/4 - 81/16
psi2/psi0, factor of P2 = r**4/12 + 5*r**3/12 + 5*r**2/8
E2 = -9/4 = -2.25 a.u.
alpha = 9/2 = 4.5 a.u.
<psi1|psi1> = 43/8 = 5.375 a.u.
<psi1|z|psi2>, l=0 part = -2431/64 = -37.984375 a.u.
<psi1|z|psi2>, l=2 part = -949/32 = -29.65625 a.u.
<psi1|z|psi2>, total = -4329/64 = -67.640625 a.u.
-E2<psi1|psi1> = 387/32 = 12.09375 a.u.
E4 = -3555/64 = -55.546875 a.u.
gamma = 10665/8 = 1333.125 a.u.
gamma in SI = 8.312541e-62 C^4 m^4 J^-3
<psi0|psi2> if constant is dropped = 81/16 = 5.0625 a.u.
E4 then, without correction = -1071/16 = -66.9375 a.u.
gamma then, without correction = 3213/2 = 1606.5 a.u.
E4 then, with correction = -3555/64 = -55.546875 a.u.
basis functions in finite-field check = 22
smallest field in check = 1.0e-6 a.u.
E2 from finite fields = -2.25 a.u.
E4 from finite fields = -55.546875 a.u.
E6 from finite fields = -4907.7715 a.u.
largest psi coefficient difference = 1.86e-10 a.u.
example field F = 0.005 a.u.
example field in SI = 2.571103e+09 V/m
-alpha F^2/2 = -5.625e-5 hartree
-gamma F^4/24 = -3.471679687e-8 hartree
energy, series through F^4 = -0.5000562847168 hartree
energy, finite field = -0.50005628479378 hartree
energy difference = -7.69874e-11 hartree
alpha F = 0.0225 a.u.
gamma F^3/6 = 2.77734375e-5 a.u.
dipole, series through F^3 = 0.0225277734375 a.u.
dipole, finite field = 0.0225278659445 a.u.
dipole difference = 9.2507e-8 a.u.
energy error ratio, F to F/2 = 64.19
dipole error ratio, F to F/2 = 32.1269
every check passed
```
